# Potential growth and compensating charge in polar ionic slabs

## 1. What symmetry and dimensions fix

Consider a slab of uniformly charged planes, normal to $z$, with charges per area $+\sigma,-\sigma,+\sigma,\dots,-\sigma$ from bottom to top. There are $N$ pairs of planes. The distance from a positive plane to the negative plane above it is $R_1$, and the distance from there to the next positive plane is $R_2$. The repeat length is $c=R_1+R_2$. The outermost gap at either end is then an $R_1$ gap, so the choice of surface decides which spacing of the crystal is called $R_1$. Such a stack, with charged planes and a dipole in each repeat unit, is a Tasker type III stack.

Hartree atomic units are used, in which a point charge $q$ has the potential $q/r$. The potential $\phi$ is that felt by a positive test charge, and no external field is applied.

A single uniform plane looks the same after any shift or rotation within itself, so its electric field is normal to the plane. Reflection in the plane reverses the field from one side to the other. In these units a field has the dimension charge/length$^2$, which is also the dimension of $\sigma$. A uniform plane of zero thickness contains no length with which a dependence on distance could be built. The field is therefore constant on each side,

$$E_z=\pm\tfrac{k}{2}\,\sigma ,\tag{1}$$

with the upper sign above the plane and $k$ a pure number.

Two planes, $+\sigma$ below and $-\sigma$ above, have fields that cancel outside the pair and add to $k\sigma$ between them. Across a pair of separation $R_1$ the potential falls by $k\sigma R_1$. Since the pair has no outside field, it can be stacked on other pairs without changing the drop across them. The total drop, defined as

$$D=\phi(\text{vacuum below})-\phi(\text{vacuum above}),\tag{2}$$

is therefore

$$D=k\,\sigma R_1N .\tag{3}$$

The spacing $R_2$ does not enter, because changing it moves neutral pairs through regions without field.

Now take a charge $\delta$ per area from the bottom plane and add it to the top plane. By superposition this adds a pair of planes, $-\delta$ below and $+\delta$ above, separated by the slab thickness

$$H=NR_1+(N-1)R_2=Nc-R_2 .\tag{4}$$

The added pair has the opposite polarity, so its drop is $-k\delta H$, and

$$D(N)=k\left[\sigma R_1N-\delta\,(Nc-R_2)\right].\tag{5}$$

The part proportional to $N$ is $k(\sigma R_1-\delta c)N$. It vanishes if $\delta=\sigma R_1/c$ and for no other value. The number $k$ has dropped out of this condition. What remains is to find $k$, to justify the use of uniform planes for a crystal of ions, and to find $R_1/c$ for actual surfaces.

## 2. From planes of ions to uniform planes

Let a plane at $z=0$ carry a laterally periodic charge density, with $\mathbf r$ the position within the plane and $\mathbf G$ its reciprocal lattice vectors:

$$\rho(\mathbf r,z)=\delta_{\rm D}(z)\sum_{\mathbf G}\sigma_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},\qquad \sigma_{\mathbf G=0}=\sigma .\tag{6}$$

Here $\delta_{\rm D}$ is the Dirac function. Inserting $\phi=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}$ into Poisson's equation $\nabla^2\phi=-4\pi\rho$ gives, for each $\mathbf G$,

$$\phi_{\mathbf G}''-G^2\phi_{\mathbf G}=-4\pi\sigma_{\mathbf G}\,\delta_{\rm D}(z).\tag{7}$$

For $G\neq0$ the solution that stays finite on both sides is $\phi_{\mathbf G}=Be^{-G|z|}$. Its slope changes from $+GB$ to $-GB$ at the plane. Integrating (7) across $z=0$ makes this change equal to $-4\pi\sigma_{\mathbf G}$, so $-2GB=-4\pi\sigma_{\mathbf G}$ and

$$\phi_{\mathbf G}(z)=\frac{2\pi\sigma_{\mathbf G}}{G}\,e^{-G|z|}\qquad(G\neq0).\tag{8}$$

The lateral structure thus dies out exponentially with distance. For $G=0$ the same integration gives a slope change of $-4\pi\sigma$, which by reflection symmetry is shared equally between the two sides. The slope is $-2\pi\sigma$ above and $+2\pi\sigma$ below. Since $E_z=-d\phi/dz$, comparison with (1) gives

$$k=4\pi .\tag{9}$$

The drop between points far outside the slab depends on the $G=0$ part alone, which is the potential of uniform planes. The untreated stack therefore has

$$D=4\pi\sigma R_1N .\tag{10}$$

The laterally averaged field is $4\pi\sigma$ in each $R_1$ gap and zero in each $R_2$ gap. Averaged over a repeat length it is

$$\bar E=\frac{4\pi\sigma R_1}{c}.\tag{11}$$

Each added pair lengthens the stack by $c$ and so raises the drop by $\bar E c$, which is the linear growth in (10).

## 3. The compensating charge

With the charge $\delta$ transferred, Gauss's law gives the field in each gap from the total charge below it. For a slab that is neutral as a whole and in no external field, the field is $4\pi$ times that charge per area. Below an $R_1$ gap the total is $\sigma-\delta$; below an $R_2$ gap a further $-\sigma$ has been passed. Hence

$$E_1=4\pi(\sigma-\delta),\qquad E_2=-4\pi\delta .\tag{12}$$

One more pair adds one gap of each kind, so

$$D(N+1)-D(N)=E_1R_1+E_2R_2=4\pi\left[(\sigma-\delta)R_1-\delta R_2\right]=4\pi(\sigma R_1-\delta c).\tag{13}$$

This agrees with (5). Growth stops if and only if

$$\boxed{\;\delta=\delta_\infty\equiv\sigma\,\frac{R_1}{R_1+R_2}\;}\tag{14}$$

The positive end loses this charge and the negative end gains it. Each outer plane keeps a charge of magnitude $\sigma-\delta_\infty=\sigma R_2/c$.

Equation (14) does not say that the field vanishes between the planes. Inserting it in (12) gives

$$E_1=\frac{4\pi\sigma R_2}{c},\qquad E_2=-\frac{4\pi\sigma R_1}{c},\tag{15}$$

and the products $E_1R_1$ and $E_2R_2$ are equal and opposite. The potential runs down in one gap and up by the same amount in the next.

**The drop that remains.** Setting $\delta=\sigma R_1/c$ and $k=4\pi$ in (5),

$$D=4\pi\left[\sigma R_1N-\frac{\sigma R_1}{c}(Nc-R_2)\right]=\frac{4\pi\sigma R_1R_2}{c}.\tag{16}$$

The drop is independent of thickness but not zero. The slab has $N$ gaps of the first kind and $N-1$ of the second, so one downward step $E_1R_1$ is left unpaired.

**Where the charge sits.** Suppose the transferred charge is placed on the second plane from each end, with $N\ge2$. The distance between $-\delta$ and $+\delta$ is then $H-2R_1$ instead of $H$. Their contribution changes from $-4\pi\delta H$ to $-4\pi\delta(H-2R_1)$, so the drop rises by

$$\Delta D=8\pi\delta R_1 ,\tag{17}$$

which does not depend on $N$. More generally, (12) shows that the fields deep inside depend on the total charge near each end and not on its distribution there. A fixed displacement of the outer planes likewise changes $D$ by a constant. Condition (14) therefore restricts the total surface charge. It does not say whether that charge comes from missing ions, adsorbed ions or electrons.

**An applied field.** A uniform field $E_0$ along $+z$ adds $E_0c$ to (13). The condition becomes $\delta=\sigma R_1/c+E_0/4\pi$. This matters in a supercell of length $L$ that is repeated along $z$. A periodic potential requires $D+E_0L=0$, where $D$ is the drop without the field. The field $E_0=-D/L$ is then present unless it is corrected for or $D$ vanishes.

## 4. Energy, and how the charge comes to move

The energy of the laterally averaged field, per area, is $\frac{1}{8\pi}\int E_z^2\,dz$. In the untreated stack each pair contributes

$$u_0=\frac{(4\pi\sigma)^2R_1}{8\pi}=2\pi\sigma^2R_1 .\tag{18}$$

In the compensated stack the fields (15) give

$$u_\infty=\frac{1}{8\pi}\,\frac{16\pi^2\sigma^2}{c^2}\left(R_2^2R_1+R_1^2R_2\right)=\frac{2\pi\sigma^2R_1R_2}{c},\tag{19}$$

where $R_2^2R_1+R_1^2R_2=R_1R_2c$ was used. The lateral components (8) are short-ranged and add the same energy per inner pair in both stacks. The excess cost of each added pair in a thick untreated slab is therefore

$$u_0-u_\infty=2\pi\sigma^2R_1\left(1-\frac{R_2}{c}\right)=\frac{2\pi\sigma^2R_1^2}{c}=\frac{\bar E^2}{8\pi}\,c .\tag{20}$$

This is the energy density of the mean field times the repeat length. Since it is paid for every pair, the surface energy of the untreated slab grows without limit.

For a general $\delta$, the averaged field energy of the whole slab is

$$U(\delta)=2\pi\left[NR_1(\sigma-\delta)^2+(N-1)R_2\,\delta^2\right].\tag{21}$$

Its derivative is

$$\frac{dU}{d\delta}=-4\pi\left[NR_1(\sigma-\delta)-(N-1)R_2\delta\right]=-D .\tag{22}$$

Moving a small positive charge from the bottom to the top thus lowers the averaged field energy by $D$ per unit charge. For planes of point ions, the lateral structure of the outer planes adds a further term, which does not grow with $N$ and is left out here. It does not affect the thick limit, but it shifts the energy minimum of a finite slab at the same order $1/N$ as (24) below. For the rocksalt point ions of Section 6, with the transfer spread evenly over the outer ions, the full energy is lowest at a fraction of 0.39 for two pairs and 0.48 for six, below one half, whereas (23) lies above it. If only the averaged field energy counts, the transfer proceeds until $D=0$. Setting (5) to zero gives

$$\delta_N=\sigma\,\frac{NR_1}{Nc-R_2}.\tag{23}$$

The difference from (14) is

$$\delta_N-\delta_\infty=\sigma R_1\,\frac{Nc-(Nc-R_2)}{c\,(Nc-R_2)}=\frac{\sigma R_1R_2}{c\,(Nc-R_2)},\tag{24}$$

which falls as $1/N$ for thick slabs. The charge that removes the whole drop and the charge that removes its growth agree in the thick limit.

Now let the transfer cost a fixed energy $\Delta$ per unit charge, a crude stand-in for the electronic gap. Minimizing $U+\Delta\,\delta$ gives $D=\Delta$ once charge has moved. As long as $4\pi\sigma R_1N<\Delta$, nothing moves and (10) holds. For thicker slabs, (5) with $D=\Delta$ gives

$$\delta=\frac{4\pi\sigma R_1N-\Delta}{4\pi(Nc-R_2)}\;\longrightarrow\;\frac{\sigma R_1}{c}\qquad(N\to\infty).\tag{25}$$

Within this model, linear growth is confined to slabs with $N<\Delta/(4\pi\sigma R_1)$. A finite cost lowers the transfer below (23) but does not change its limiting value. Subtracting (14) from (25) gives $\delta-\delta_\infty=(4\pi\sigma R_1R_2/c-\Delta)/[4\pi(Nc-R_2)]$, so the limit is approached from below if $\Delta$ exceeds the remaining drop (16) and from above otherwise. For the rigid ions of Section 6 the growth is 14 to 43 V per pair, so for a gap of a few electronvolts the linear range contains no slab at all, and the rocksalt mean field, about 117 V/nm, is far above the breakdown fields of insulators, which are of order 1 V/nm. A critical thickness for a real film requires the screened growth discussed in Section 7.

## 5. Rocksalt and zincblende (111)

Let $a$ be the cubic lattice constant and $\mathbf n=(1,1,1)/\sqrt3$ the surface normal. The cations form a face-centred cubic lattice with primitive vectors $\frac a2(1,1,0)$, $\frac a2(1,0,1)$ and $\frac a2(0,1,1)$. Each has the projection $a/\sqrt3$ on $\mathbf n$, so successive cation planes are separated by

$$c=\frac{a}{\sqrt3}.\tag{26}$$

In rocksalt an anion lies at $\frac a2(1,0,0)$ from a cation. Its projection is $a/(2\sqrt3)=c/2$. The planes are equally spaced, $R_1=R_2$, and

$$\frac{\delta_\infty}{\sigma}=\frac12\qquad\text{(rocksalt)}.\tag{27}$$

In zincblende a cation has anion neighbours at $\frac a4(1,1,1)$, $\frac a4(1,-1,-1)$, $\frac a4(-1,1,-1)$ and $\frac a4(-1,-1,1)$. The first has the projection $3a/(4\sqrt3)=3c/4$. The other three have the projection $-a/(4\sqrt3)=-c/4$. One bond of each ion therefore crosses a long gap of $3c/4$, and three cross a short gap of $c/4$.

If the crystal is cut through the long gaps, each surface ion has one broken bond and the outermost spacing is the short one. With the coordinates above, such a slab has an anion plane at the bottom; turning it over puts the cation plane at the bottom, as Section 1 assumes. Then $R_1=c/4$ and

$$\frac{\delta_\infty}{\sigma}=\frac14\qquad\text{(zincblende, one broken bond)}.\tag{28}$$

If it is cut through the short gaps, three bonds are broken, $R_1=3c/4$, and the fraction is three quarters. The value one quarter thus belongs to a particular termination and not to the crystal alone.

The two values describe the same interior. By (15), a stack without mean field has a field of magnitude $4\pi\sigma\cdot\frac34$ in its short gaps and $4\pi\sigma\cdot\frac14$ in its long gaps. The outer plane must carry the charge that produces the field of the first gap. This is $\frac34\sigma$ if that gap is short and $\frac14\sigma$ if it is long.

## 6. A model crystal of point ions

Take ions of charge $\pm1$ and $a=8$ bohr for both structures. Two shortest lattice vectors within a (111) plane have length $a/\sqrt2$ and enclose $120^\circ$, so the surface cell has the area

$$A=\frac{a^2}{2}\cdot\frac{\sqrt3}{2}=\frac{\sqrt3\,a^2}{4}=27.71\ \text{bohr}^2,\qquad \sigma=\frac1A=0.03608\ e/\text{bohr}^2 .\tag{29}$$

For rocksalt, $R_1=R_2=8/(2\sqrt3)=2.309$ bohr. The growth per pair from (10) is

$$4\pi\times0.03608\times2.309=1.047\ \text{hartree}/e=28.50\ \text{V}.\tag{30}$$

The numbers below were obtained from the ions themselves. The potentials $q/r$ of nearby ions were summed one by one, and the smooth distant part of each plane was integrated numerically as a uniform sheet. The vacuum levels were taken 15 bohr outside the slab. The compensating fraction is the transfer at which the computed drop stops changing between four and five pairs.

| Surface | $R_1$ (bohr) | Growth per pair (hartree/$e$) | $\delta_\infty/\sigma$ | Remaining drop (hartree/$e$) |
|---|---|---|---|---|
| Rocksalt | 2.309 | 1.047 | 0.500 | 0.524 |
| Zincblende, 1 broken bond | 1.155 | 0.524 | 0.250 | 0.393 |
| Zincblende, 3 broken bonds | 3.464 | 1.571 | 0.750 | 0.393 |

For untreated rocksalt the drop is 1.047, 2.094, 4.189 and 6.283 hartree/$e$ for one, two, four and six pairs. With half of the plane charge transferred, it is 0.524 hartree/$e$ for two, four and six pairs. The two zincblende surfaces share the same remaining drop because (16) is unchanged when $R_1$ and $R_2$ are exchanged.

Moving the compensating charge of rocksalt to the second planes raises the drop by $8\pi\times0.01804\times2.309=1.047$ hartree/$e$, from 0.524 to 1.571 hartree/$e$. To remove the whole drop, the transferred fraction must be 0.667 for two pairs and 0.545 for six, in line with the approach to one half in (24).

The excess energy per added pair and surface cell is $A$ times (20). For rocksalt, where $R_1^2/c=R_1/2$ and $A\sigma=1$, this is $\pi\sigma R_1=0.262$ hartree. For zincblende it is 0.065 hartree with one broken bond and 0.589 hartree with three. Their ratio is nine, since (20) varies as $R_1^2$ at fixed $c$.

The inner ions of the compensated slab are in the same surroundings as in a bulk crystal without mean field. In rocksalt, exchanging cations and anions reverses every potential, so the site potentials are $-M/d$ at a cation and $+M/d$ at an anion. Here $d=a/2=4$ bohr and $M$ is the Madelung constant. Their difference is $2M/d$. The energy per pair is half the sum of charge times potential,

$$\tfrac12\left[(+1)\left(-\frac Md\right)+(-1)\left(+\frac Md\right)\right]=-\frac Md .\tag{31}$$

A sum over a cube of ions, with boundary ions counted by the fraction lying inside, gives $M=1.7476$. Hence $2M/d=0.8738$ hartree/$e$ and $-M/d=-0.4369$ hartree. The slab sums give the same two values for neighbouring inner ions and for the energy of an added pair.

## 7. Polarizable ions and the limits of the model

The drops above are those of rigid ions. In a crystal whose ions polarize, the mean field induces dipoles with a component along its own direction, and the laterally averaged field of these dipoles opposes it. If the ions carry no dipole when the mean field is zero, the growth per pair is therefore smaller than (10). The effect on the compensating charge can be found separately. Let each repeat unit have an additional dipole per area $p$ when the mean field is zero, counted positive when it increases $D$. A dipole layer of strength $p$ adds $4\pi p$ to the drop, as a pair of planes with $\sigma R_1=p$ would. Equation (13) then leads to

$$\delta_\infty=\frac{\sigma R_1+p}{c}.\tag{32}$$

In undistorted rocksalt and zincblende, each ion sits at a site of octahedral or tetrahedral symmetry. No direction is left unchanged by all the rotations of such a site, so without a mean field the ion can have no dipole. Then $p=0$, and the fractions (27) and (28) survive polarization. In a stack of lower symmetry $p$ need not vanish, and the spacings alone do not determine the charge.

The argument also assumes that the charge can be divided among ions, each with a definite charge and the symmetry of its site. The model takes $\sigma$ as given and does not say which charge to assign in a strongly covalent crystal. Nor does it decide between the possible sources of the surface charge, whose energies depend on chemistry that the electrostatic condition leaves open.
